Relaxation and dephasing rates of a biased qubit from Redfield theory

**A. The case without transitions**

Take a qubit whose splitting fluctuates and whose states are not mixed:

H = (ħ/2)[ε + X(t)] σz.

Here X(t) is classical, stationary Gaussian noise with zero mean, in angular-frequency units, and C(t) = ⟨X(t)X(0)⟩. Since H commutes with σz, the populations stay constant. The coherence between the two states acquires the random phase φ = ∫₀ᵗ X dt′, and for a Gaussian variable ⟨e^(−iφ)⟩ = exp(−⟨φ²⟩/2). The variance is

⟨φ²⟩ = ∫₀ᵗdt₁ ∫₀ᵗdt₂ C(t₁−t₂) = 2 ∫₀ᵗ ds (t−s) C(s).

If C dies out within a time τc and t ≫ τc, the part growing with t is t ∫C(s)ds over all s, which is t S(0), where S is the spectrum of X. The coherence decays at the rate S(0)/2. If instead t ≪ τc, then ⟨φ²⟩ = C(t=0) t²: the decay is Gaussian and has no rate.

A biased qubit with both σz and σx terms adds transitions. They sample the noise at the qubit frequency.

**B. Model, conventions and result**

The Hamiltonian is

H = (ħ/2)(ε σz + Δ σx) + (ħ/2) σz X + H_B,

where X is now a bath operator with ⟨X⟩ = 0 in the stationary bath state ρ_B. Define Ω = √(ε²+Δ²), cosθ = ε/Ω, sinθ = Δ/Ω, and

C(t) = ⟨X(t)X(0)⟩,
C̃(ω) = ∫ dt e^(iωt) C(t), over all t,
S(ω) = [C̃(ω) + C̃(−ω)]/2.

The numerical output writes C̃(±Ω) as C(±Omega). To second order in the coupling, the result is

1/T1 = ½ sin²θ S(Ω),
1/T2 = 1/(2T1) + ½ cos²θ S(0).

It requires noise with a short correlation time, τc ≪ T1, T2; rates much smaller than Ω; and a spectrum that is finite and smooth near 0 and ±Ω. These conditions are necessary but not always sufficient: near θ = 90° the formula for T2 also needs ⟨X²⟩τc² ≪ 1 unless X² is constant (section F).

The factors ½ belong to these definitions. Three conversions cover common inputs:

- For a coupling ħλσzY, set X = 2λY, so S_X = 4λ²S_Y.
- For noise δf in the bias ε/2π, in ordinary frequency, X = 2πδf and S_X = 4π²S_f. Noise quoted for the qubit frequency Ω/2π is cosθ X/2π to first order and already contains the factor cosθ.
- For a one-sided density S₁(f) normalized by ⟨X²⟩ = ∫₀^∞ S₁ df, use S = S₁/2, because ⟨X²⟩ = ∫S df over both signs of f.

**C. Rotation to the energy basis**

Define

τz = cosθ σz + sinθ σx,
τx = −sinθ σz + cosθ σx.

Then H_S = ħΩτz/2. Multiplying the first line by cosθ, the second by sinθ, and subtracting gives

σz = cosθ τz − sinθ τx.

Let e and g label the upper and lower states, with τ₊ = |e⟩⟨g| and τ₋ = |g⟩⟨e|. The coupling is ħAX, with

A = σz/2 = ½ cosθ τz − ½ sinθ (τ₊ + τ₋).

The first part modulates the splitting and the second drives transitions. For noise in Δ, the coupling contains σx = sinθ τz + cosθ τx instead, so sin²θ and cos²θ change places in the rates.

**D. Projection onto the qubit**

Write dρ/dt = (L₀ + L_V)ρ, with L₀ = L_S + L_B and L_Vρ = −i[AX, ρ]. The bath generator L_B may be Hamiltonian or dissipative. It must preserve trace and Hermiticity and satisfy L_Bρ_B = 0. Let

Pρ = r ⊗ ρ_B, r = Tr_B ρ, Q = 1 − P.

Both PL₀ρ and L₀Pρ equal (L_S r)⊗ρ_B, so P commutes with L₀. Also PL_VP = 0, because its bath trace is −i⟨X⟩[A, r]. The two projected equations are therefore

d(Pρ)/dt = L₀Pρ + PL_VQρ,
d(Qρ)/dt = (L₀ + QL_V)Qρ + L_VPρ.

For an initial product state r(0)⊗ρ_B, Qρ(0) = 0 and the second equation integrates to

Qρ(t) = ∫₀ᵗ ds e^((L₀+QL_V)s) L_V Pρ(t−s).

Inserting this into the first gives the Nakajima–Zwanzig equation, still without approximation:

dr/dt = L_S r + ∫₀ᵗ ds Tr_B[L_V e^((L₀+QL_V)s) L_V (r(t−s)⊗ρ_B)].

Three approximations follow.

1. The kernel already contains two factors L_V, so to second order its propagator becomes e^(L₀s).
2. During a time s of order τc, coupling changes r beyond its free motion by a fraction of order τc times a relaxation rate. Hence r(t−s) is replaced by e^(−L_S s) r(t).
3. For t ≫ τc the upper limit becomes infinity. The omitted early interval causes a small initial slip, not a change of the long-time rate.

To evaluate the integrand, note that e^(L_S s)[A e^(−L_S s)r] = A(−s)r, where A(−s) = e^(−iH_S s/ħ) A e^(iH_S s/ħ). The two bath traces are

Tr_B[X e^(L_B s)(Xρ_B)] = C(s),
Tr_B[X e^(L_B s)(ρ_B X)] = C(s)*.

The two factors −i give −1, so the Redfield equation is

dr/dt = L_S r − ∫₀^∞ ds [A, C(s)A(−s)r − C(s)* r A(−s)].

**E. Matrix elements**

Define the half-range transform

G(ω) = ∫₀^∞ ds e^(iωs)C(s) = C̃(ω)/2 + iP(ω).

Here P(ω) = Im G(ω) is a real function, not the projector. The real part follows from C(−s) = C(s)*, which makes the negative-time half of C̃ the complex conjugate of G. With τ₊(−s) = e^(−iΩs)τ₊ and τ₋(−s) = e^(iΩs)τ₋,

Λ = ∫₀^∞ ds C(s)A(−s)
  = ½ cosθ G(0)τz − ½ sinθ [G(−Ω)τ₊ + G(Ω)τ₋].

Expanding the commutator gives

dr/dt = L_S r − AΛr − rΛ†A + ΛrA + ArΛ†.

Populations and coherences have different Bohr frequencies. In the interaction picture the terms joining them oscillate at Ω, and the term joining r_eg to r_ge oscillates at 2Ω. When their size R is much smaller than Ω they average out, leaving eigenvalue corrections of order R²/Ω. Dropping them is the secular approximation.

For the upper population, the terms are

−AΛr: −¼[cos²θ G(0) + sin²θ G(Ω)] r_ee,
ArΛ†: ¼cos²θ G(0)* r_ee + ¼sin²θ G(−Ω)* r_gg,

plus the complex conjugates from −rΛ†A and ΛrA. The longitudinal terms cancel, and G + G* = C̃. Thus

dr_ee/dt = −Γ↓r_ee + Γ↑r_gg,
Γ↓ = ¼ sin²θ C̃(Ω), Γ↑ = ¼ sin²θ C̃(−Ω).

Let m = r_ee − r_gg. Trace conservation gives r_ee = (1+m)/2 and r_gg = (1−m)/2, so

dm/dt = −(Γ↓+Γ↑)m − (Γ↓−Γ↑).

Therefore

1/T1 = Γ↓ + Γ↑ = ¼ sin²θ · 2S(Ω) = ½ sin²θ S(Ω).

1/T1 contains the sum of the two rates. If m exceeds its stationary value by δm, r_ee has an excess δm/2 and r_gg a deficit δm/2, so the downward flow grows by Γ↓δm/2 and the upward flow shrinks by Γ↑δm/2. Each jump changes m by 2, and both changes of flow pull m back, giving dδm/dt = −(Γ↓+Γ↑)δm.

For r_eg, the four coefficients are

−AΛr: −¼[cos²θ G(0) + sin²θ G(Ω)],
−rΛ†A: −¼[cos²θ G(0)* + sin²θ G(−Ω)*],
ΛrA: −¼cos²θ G(0),
ArΛ†: −¼cos²θ G(0)*.

In the last two, the opposite signs of τz in the two states make the longitudinal terms add, whereas they cancelled for the populations. The total of all four longitudinal terms is −½cos²θ[G(0)+G(0)*] = −½cos²θ S(0). The transverse terms give

−¼sin²θ[G(Ω)+G(−Ω)*]
= −¼sin²θ S(Ω) − (i/4)sin²θ[P(Ω)−P(−Ω)].

Since ¼sin²θ S(Ω) = 1/(2T1), the coherence obeys

dr_eg/dt = −i(Ω+δΩ)r_eg − r_eg/T2,
1/T2 = 1/(2T1) + ½cos²θ S(0),
δΩ = ¼sin²θ[P(Ω)−P(−Ω)].

**F. Limits and stationary state**

At θ = 0 there is no relaxation and 1/T2 = S(0)/2, as in section A. At θ = 90° the longitudinal term vanishes and T2 = 2T1. This is a second-order statement: slow noise still changes the splitting to √(Ω²+X²) ≈ Ω + X²/(2Ω), so fluctuations of X² can dephase the qubit at higher order. For Gaussian noise with C(t) = σ²e^(−κ|t|) and κ ≪ Ω, the fluctuation of X²/(2Ω) has the correlation σ⁴e^(−2κ|t|)/(2Ω²), which adds the rate σ⁴/(4Ω²κ). Since 1/(2T1) ≈ σ²κ/(2Ω²), the ratio of the two is σ²/(2κ²). With σ = 0.2 ns⁻¹, κ = 0.1 ns⁻¹ and Ω = 31.4 rad/ns, 1/T2 is three times the second-order value, although the predicted T2 of 5×10⁵ ns far exceeds τc = 10 ns. The two-level fluctuator of section G has X² = g² fixed and does not show this effect.

The stationary polarization follows from dm/dt = 0:

m_st = −[C̃(Ω)−C̃(−Ω)]/[C̃(Ω)+C̃(−Ω)].

For a thermal Hamiltonian bath with energies E_a and probabilities p_a,

C̃(ω) = 2π Σ_ab p_a |X_ab|² δ(ω − (E_b−E_a)/ħ).

Exchanging a and b in C̃(−ω) replaces p_a by p_b = p_a e^(−ħω/k_BT). Hence C̃(−ω) = e^(−ħω/k_BT)C̃(ω), and m_st = −tanh(ħΩ/2k_BT). Classical noise has C̃(Ω) = C̃(−Ω) and drives m to zero. It can reproduce T1 while giving the wrong final populations.

**G. A bath that can be solved together with the qubit**

Let the bath be one damped two-level fluctuator with Hamiltonian ħω₀σz^B/2 and X = gσx^B. Its downward and upward jump rates are 2κ(1−p) and 2κp. Its stationary excited population is p, and its coherence decays at κ. The operator σx^Bρ_B has off-diagonal elements 1−p and p, which evolve with opposite phases, so for t > 0

C(t) = g²e^(−κt)[(1−p)e^(−iω₀t) + p e^(iω₀t)].

With D±(ω) = (ω±ω₀)² + κ², integration gives

C̃(ω) = 2g²κ[(1−p)/D₋(ω) + p/D₊(ω)],
S(ω) = g²κ[1/D₋(ω) + 1/D₊(ω)],
P(ω) = g²[(1−p)(ω−ω₀)/D₋(ω) + p(ω+ω₀)/D₊(ω)].

The population p drops out of S, and hence out of T1 and T2, and also out of δΩ, because P(Ω)−P(−Ω) = g²[(Ω−ω₀)/D₋(Ω) + (Ω+ω₀)/D₊(Ω)]. It still affects m_st.

Choose ε/2π = 4 GHz and Δ/2π = 3 GHz. Then Ω = 31.416 rad/ns, cosθ = 0.8 and sinθ = 0.6. The bath has ω₀ = 12.566 rad/ns, κ = 10 ns⁻¹, p = 0.2 and g = 0.2 ns⁻¹. These are round model parameters. The spectra are

S(0) = 2(0.04)(10)/(12.566²+10²) = 3.102×10⁻³ ns⁻¹,
S(Ω) = 0.4[1/(18.850²+10²) + 1/(43.982²+10²)]
     = 1.075×10⁻³ ns⁻¹.

The rates follow:

1/T1 = ½(0.36)(1.075×10⁻³) = 1.935×10⁻⁴ ns⁻¹,
½cos²θ S(0) = ½(0.64)(3.102×10⁻³) = 9.926×10⁻⁴ ns⁻¹,
1/T2 = 0.968×10⁻⁴ + 9.926×10⁻⁴ = 1.089×10⁻³ ns⁻¹.

Thus T1 = 5167 ns (5.17 μs) and T2 = 918 ns (0.918 μs). Pure dephasing supplies about 91% of 1/T2. Its ratio to 1/(2T1) is 2(cos²θ/sin²θ)[S(0)/S(Ω)] = 2 × 1.78 × 2.89 ≈ 10.3. The factor 2 alone would give a share of 2/3; cos²θ > sin²θ and S(0) > S(Ω) raise it to 91%.

For the frequency shift, P(Ω) = 1.498×10⁻³ ns⁻¹ and P(−Ω) = −1.023×10⁻³ ns⁻¹, so

δΩ = ¼(0.36)(2.521×10⁻³) = 2.269×10⁻⁴ rad/ns.

The two directed spectra, C̃(Ω) = 1.484×10⁻³ ns⁻¹ and C̃(−Ω) = 0.666×10⁻³ ns⁻¹, give m_st = −0.381. This is not thermal equilibrium at the temperature suggested by the fluctuator's populations. The population ratio is 0.8/0.2 = 4 for the splitting ω₀; since Ω/ω₀ = 5/2, a thermal bath would have the ratio 4^(5/2) = 32 at Ω and m_st = −31/33 ≈ −0.94. The damping model has a broad Lorentzian spectrum that does not obey detailed balance: C̃(Ω)/C̃(−Ω) is 2.2, and even at ω₀ the overlap of the two Lorentzians lowers the ratio from 4 to about 2.7. If thermal final populations are wanted, the implemented spectrum must obey it at Ω.

**H. Numerical checks and accuracy**

Qubit and fluctuator together have a 16×16 generator. Diagonalizing it requires no Born, Markov or secular approximation for the qubit, although the fluctuator's own damping remains Markovian by assumption. The slow eigenvalues differ from the formulas by 3.5×10⁻⁵ of 1/T1 and −1.7×10⁻⁵ of 1/T2. Doubling g multiplies these relative errors by 4.00 in both cases, as expected when the rates scale as g² and their first corrections as g⁴. Third-order terms vanish here because reversing the sign of σx^B leaves the uncoupled bath unchanged.

The largest nonsecular element is 2.1×10⁻⁵Ω, or about 6.6×10⁻⁴ ns⁻¹. The estimate R²/Ω then gives 1.4×10⁻⁸ ns⁻¹, about 7×10⁻⁵ of 1/T1. Nonsecular terms could thus contribute noticeably to the small observed errors; the calculation does not separate them from the other fourth-order terms.

The tests also cover the Redfield integral, the angle dependence, the frequency shift and the stationary polarization. In the time evolution of the full model, the polarization deviation at T1 and the coherence at T2 are both 0.3679 of their initial values, equal to 1/e at the printed precision. The numerical output gives the individual values.

**I. When the noise is slow**

The same fluctuator shows how the dephasing formula fails. Set θ = 0 and ω₀ = 0. Let R_B = ⟨e|ρ|g⟩, which is still a bath operator, and define

f = e^(iΩt)Tr_B R_B, h = e^(iΩt)Tr_B(σx^B R_B).

The coupling acts on R_B as −(i/2)(XR_B + R_BX). Since (σx^B)² = 1, and damping reduces h at the rate κ,

df/dt = −igh,
dh/dt = −igf − κh.

Differentiating the first equation and eliminating h gives

d²f/dt² + κ df/dt + g²f = 0,
λ = −κ/2 ± √(κ²/4 − g²), for f ∝ e^(λt).

For g ≪ κ the slow decay rate is g²/κ + g⁴/κ³ + …. Its first term is the Redfield value, because S(0) = 2g²/κ; the leading relative correction is g²/κ². For g > κ/2 the coherence oscillates within an envelope that decays at κ/2.

With g = 0.2 ns⁻¹ and κ = 0.1 ns⁻¹, the Redfield formula predicts 0.4 ns⁻¹, while in the full model the coherence oscillates inside an envelope that decays at 0.05 ns⁻¹; it first falls to 1/e at 6.7 ns and vanishes at 9.4 ns before reviving. The predicted decay time, 2.5 ns, is shorter than the bath memory time 1/κ = 10 ns, which contradicts the assumption behind the formula.

In an implementation, compute the predicted T1 and T2 first and then compare both with τc. Near θ = 90° this comparison is not enough: check also ⟨X²⟩τc² ≪ 1, or add the dephasing by X² from section F. If S(ω) rises as 1/|ω| towards zero frequency, S(0) does not exist, and a low-frequency cutoff ω_c, which makes S(0) finite, also sets a correlation time of order 1/ω_c; the Redfield rate then applies only if the resulting T2 is much longer than 1/ω_c. For Gaussian noise that is static during one run, section A with X replaced by cosθ X gives the longitudinal factor exp(−½cos²θ⟨X²⟩t²), to leading order in X/Ω. The splitting is √((ε+X)²+Δ²) ≈ Ω + cosθ X + sin²θ X²/(2Ω), so this factor also needs cosθ ≫ |X|/Ω; near θ = 90° the quadratic term of section F takes over. A static X only replaces ε by ε + X, so if fast, weak noise acts as well, the formula for T1 applies in each run with Ω and θ computed from ε + X; it keeps its nominal value when S is smooth near Ω and these shifts are small.

Computed results

```
eps = 25.1327 rad/ns, Delta = 18.8496 rad/ns
Omega = 31.4159 rad/ns, theta = 36.870 deg
cos(theta) = 0.800, sin(theta) = 0.600
omega0 = 12.5664 rad/ns, kappa = 10.0 1/ns
g = 0.20 1/ns, excited population of bath = 0.20
C(+Omega) = 1.48429e-03 1/ns
C(-Omega) = 6.65995e-04 1/ns
S(Omega) = 1.07514e-03 1/ns
S(0) = 3.10181e-03 1/ns
rate down = 1.33586e-04 1/ns
rate up = 5.99395e-05 1/ns
1/T1 formula = 1.93526e-04 1/ns
1/T1 full diagonalization = 1.93533e-04 1/ns
1/(2 T1) formula = 9.67630e-05 1/ns
pure dephasing rate = 9.92580e-04 1/ns
1/T2 formula = 1.08934e-03 1/ns
1/T2 full diagonalization = 1.08932e-03 1/ns
T1 formula = 5167.3 ns = 5.1673 us
T2 formula = 918.0 ns = 0.9180 us
frequency shift formula = 2.26867e-04 rad/ns
frequency shift full = 2.26872e-04 rad/ns
relative error of 1/T1 formula: full/formula-1 = 3.54e-05
relative error of 1/T2 formula: full/formula-1 = -1.72e-05
error growth when g doubles: T1 4.000, T2 4.003
largest nonsecular element / Omega = 2.11e-05
stationary polarization: formula -0.3806, full -0.3806
polarization deviation left at t=T1: 0.3679
coherence left at t=T2: 0.3679
1/e = 0.3679
angle sweep, rates in 1/ns: formula then full diagonalization
theta  0 deg: 1/T1 0.0000e+00 7.9424e-16; 1/T2 1.5509e-03 1.5509e-03
theta 30 deg: 1/T1 1.3439e-04 1.3440e-04; 1/T2 1.2304e-03 1.2303e-03
theta 60 deg: 1/T1 4.0318e-04 4.0317e-04; 1/T2 5.8932e-04 5.8931e-04
theta 90 deg: 1/T1 5.3757e-04 5.3755e-04; 1/T2 2.6879e-04 2.6877e-04
slow noise, theta=0, omega0=0, kappa = 0.10 1/ns:
  dephasing rate formula 0.4000 1/ns, full 0.0500 1/ns
```
